# Short-Range GGA Exchange from a Rescaled Fermi Momentum: test program

```python
"""
Result under test: the Iikura-Tsuneda-Yanai-Hirao (ITYH) short-range exchange
    E = -1/2 sum_spin int rho^(4/3) K A(a) d3r,   a = mu/(2k),
    k = sqrt(9 pi/K) rho^(1/3) = kF/sqrt(F),      F = K/K_LDA,
    A(a) = 1-(8/3)a[sqrt(pi)erf(1/2a)-3a+4a^3+(2a-4a^3)exp(-1/4a^2)].
rho: density of one spin; K: GGA exchange coefficient; F: enhancement factor;
kF = (6 pi^2 rho)^(1/3); mu: range parameter in erfc(mu r)/r.
The model density matrix is rho * 3 j1(kr)/(kr).  Hartree atomic units.
Example: hydrogen atom, exact density exp(-2r)/pi, B88 parent functional.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, spherical_jn
from pyscf.dft import libxc

PI = math.pi
K_LDA = 3 * (3 / (4 * PI)) ** (1 / 3)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss_panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    t, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges)[:, None] / 2
    middle = ((edges[1:] + edges[:-1]) / 2)[:, None]
    return (middle + half * t).ravel(), (half * w).ravel()


def attenuation(a):
    """Closed form for a < 1, moment series for a >= 1 (no cancellation)."""
    a = np.asarray(a, dtype=float)
    s = np.minimum(a, 1.0)
    e = np.exp(-1 / (4 * s**2))
    closed = 1 - (8 / 3) * s * (math.sqrt(PI) * erf(1 / (2 * s))
                                - 3 * s + 4 * s**3 + (2 * s - 4 * s**3) * e)
    y = 1 / (4 * np.maximum(a, 1.0) ** 2)
    series = np.zeros_like(y)
    for n in range(1, 15):
        moment = 1 / (2*n + 1) - 3 / (2 * (2*n + 2)) + 1 / (2 * (2*n + 4))
        series = series - (8 / 3) * (-y) ** n / math.factorial(n) * moment
    return np.where(a < 1, closed, series)


def b88_coefficient(rho, grad):
    beta = 0.0042
    x = grad / rho ** (4 / 3)
    return K_LDA + 2 * beta * x**2 / (1 + 6 * beta * x * np.arcsinh(x))


# ---- integrals of the uniform-gas shape, done numerically ----
X_MAX = 2000.0
x, wx = gauss_panels(np.arange(0, X_MAX + 1), 24)
j1_squared = spherical_jn(1, x) ** 2
full_integral = np.sum(wx * j1_squared / x)
assert abs(full_integral - 0.25) < 1e-6

for q in (0.5, 1.3, 2.5):
    transform = 36 * PI * np.sum(wx * j1_squared * np.sin(q * x) / (q * x))
    overlap = 1 - 3 * q / 4 + q**3 / 16 if q < 2 else 0.0
    assert abs(transform - 6 * PI**2 * overlap) < 1e-5


def attenuation_by_definition(a):
    return 4 * np.sum(wx * j1_squared / x * erfc(2 * a * x))


print("Attenuation function: a, from definition, from formula")
for a in (0.05, 0.3, 0.9, 1.5, 3.0):
    direct = attenuation_by_definition(a)
    formula = float(attenuation(a))
    assert abs(direct - formula) < 1e-9
    print(f"  {a:5.2f}  {direct:.8f}  {formula:.8f}")

a = 5.0
direct = quad(lambda t: 4 * spherical_jn(1, t)**2 / t * erfc(2 * a * t),
              0, 1, epsabs=1e-14, epsrel=1e-11)[0]
assert abs(direct / (1 / (36 * a**2) - 1 / (960 * a**4)) - 1) < 1e-5
a = 0.05   # the first omitted term is (32/3) a^4 = 7e-5
direct = 1 - attenuation_by_definition(a)
assert abs(direct - (8 / 3) * (math.sqrt(PI) * a - 3 * a**2)) < 1e-4

# ---- hydrogen density on a radial grid ----
r, wr = gauss_panels(np.linspace(0, 30, 121), 12)
rho = np.exp(-2 * r) / PI
volume = 4 * PI * r**2 * wr
K = b88_coefficient(rho, 2 * rho)
F = K / K_LDA
kF = (6 * PI**2 * rho) ** (1 / 3)
k = np.sqrt(9 * PI / K) * rho ** (1 / 3)
assert np.allclose(k, kF / np.sqrt(F), rtol=1e-12)
assert abs(np.sum(volume * rho) - 1) < 1e-10

# B88 coefficient against libxc (closed-shell density with this spin density)
r_test = np.array([0.2, 1.0, 2.5])
n_test = np.exp(-2 * r_test) / PI
zero = np.zeros(3)
rho_input = np.array([2 * n_test, -4 * n_test, zero, zero])
energy_per_electron = libxc.eval_xc("B88,", rho_input, spin=0)[0]
assert np.allclose(-2 * energy_per_electron / n_test ** (1 / 3),
                   b88_coefficient(n_test, 2 * n_test), rtol=1e-5)

# ---- one point followed through, momentum found by root search ----
mu = 0.4
n1 = math.exp(-2) / PI
K1 = float(b88_coefficient(n1, 2 * n1))
F1 = K1 / K_LDA
kF1 = (6 * PI**2 * n1) ** (1 / 3)
k1 = math.sqrt(9 * PI / K1) * n1 ** (1 / 3)
a1 = mu / (2 * k1)
A1 = float(attenuation(a1))


def shape_integral(momentum, interaction):
    """int (3 j1(kr)/(kr))^2 w(r) d3r, with x serving as the distance r."""
    shape = 3 * spherical_jn(1, momentum * x) / (momentum * x)
    return np.sum(wx * 4 * PI * x**2 * shape**2 * interaction)


k_root = brentq(lambda p: n1**2 * shape_integral(p, 1 / x)
                - n1 ** (4 / 3) * K1, 0.4, 3.0, xtol=1e-11)
assert abs(k_root / k1 - 1) < 1e-6
density_direct = -0.5 * n1**2 * shape_integral(k_root, erfc(mu * x) / x)
density_formula = -0.5 * n1 ** (4 / 3) * K1 * A1
assert abs(density_direct / density_formula - 1) < 1e-5
# the tail of int j1^2 dx beyond X_MAX is 1/(2 X_MAX) to leading order
hole_norm = 36 * PI * n1 / k1**3 * (np.sum(wx * j1_squared)
                                    + 1 / (2 * X_MAX))
assert abs(hole_norm - F1**1.5) < 1e-5

print("Hydrogen atom at r = 1 bohr, mu = 0.4 bohr^-1")
print(f"  spin density rho           {n1:.6f} bohr^-3")
print(f"  reduced gradient x         {2 / n1 ** (1 / 3):.5f}")
print(f"  K_LDA                      {K_LDA:.6f}")
print(f"  K (B88)                    {K1:.6f}")
print(f"  enhancement factor F       {F1:.6f}")
print(f"  kF                         {kF1:.6f} bohr^-1")
print(f"  k = kF/sqrt(F)             {k1:.6f} bohr^-1")
print(f"  k from root search         {k_root:.6f} bohr^-1")
print(f"  a = mu/(2k)                {a1:.6f}")
print(f"  A(a)                       {A1:.6f}")
print(f"  A with unscaled kF         {float(attenuation(mu/(2*kF1))):.6f}")
print(f"  full-range energy density  {-0.5*n1**(4/3)*K1:.7f} hartree/bohr^3")
print(f"  SR energy density, formula {density_formula:.7f} hartree/bohr^3")
print(f"  SR energy density, direct  {density_direct:.7f} hartree/bohr^3")
print(f"  norm of model hole         {hole_norm:.6f}")


# ---- integrated energies ----
def model_energy(mu, coefficient, momentum):
    factor = attenuation(mu / (2 * momentum)) if mu > 0 else 1.0
    return -0.5 * np.sum(volume * rho ** (4 / 3) * coefficient * factor)


def exact_short_range(mu):
    """Exact SR exchange from the form factor 1/(1+q^2/4)^2."""
    return -quad(lambda q: -np.expm1(-q**2 / (4 * mu**2))
                 / (1 + q**2 / 4) ** 4, 0, np.inf,
                 epsabs=1e-13, epsrel=1e-10)[0] / PI


def exact_short_range_real_space(mu):
    """Double radial integral over r' = t r < r, doubled by symmetry."""
    t, wt = gauss_panels(np.linspace(0, 1, 5), 12)
    R, T = r[:, None], t[None, :]

    def integral_erfc(s):
        return (s * erfc(mu * s)
                - np.expm1(-(mu * s) ** 2) / (mu * math.sqrt(PI)))

    kernel = integral_erfc(R * (1 + T)) - integral_erfc(R * (1 - T))
    pair = np.exp(-2 * R * (1 + T)) / PI**2
    integrand = (4 * PI) ** 2 * R**2 * T * pair * kernel / 2 * R
    return -np.sum(wr[:, None] * wt[None, :] * integrand)


for mu_test in (0.4, 2.0):
    assert abs(exact_short_range(mu_test)
               - exact_short_range_real_space(mu_test)) < 1e-8

full_exact = -quad(lambda q: (1 + q**2 / 4) ** -4, 0, np.inf)[0] / PI
assert abs(full_exact + 5 / 16) < 1e-9
full_b88 = model_energy(0, K, k)
assert abs(model_energy(1e-7, K, k) - full_b88) < 1e-6
print("Full-range exchange of hydrogen, hartree")
print(f"  exact {full_exact:.6f}  LDA {model_energy(0, K_LDA, kF):.6f}"
      f"  B88 {full_b88:.6f}")
print("Short-range exchange of hydrogen, hartree")
print("  mu/bohr^-1   exact       LDA         B88 with kF  ITYH")
for m in (0.2, 0.4, 1.0, 2.0, 5.0):
    print(f"  {m:5.1f}     {exact_short_range(m):.7f}  "
          f"{model_energy(m, K_LDA, kF):.7f}  "
          f"{model_energy(m, K, kF):.7f}   {model_energy(m, K, k):.7f}")

# ---- large mu: the enhancement factor must cancel ----
big = 20.0
contact = -PI / (2 * big**2) * np.sum(volume * rho**2)
mean_F = np.sum(volume * rho**2 * F) / np.sum(volume * rho**2)
ratio_exact = exact_short_range(big) / contact
ratio_ityh = model_energy(big, K, k) / contact
ratio_unscaled = model_energy(big, K, kF) / contact
# remaining deviations are of relative order 1/mu^2
assert abs(ratio_exact - 1) < 5e-3
assert abs(ratio_ityh - 1) < 5e-3
assert abs(ratio_unscaled - mean_F) < 5e-3 and ratio_unscaled > 1.03
print("Ratio to contact limit -(pi/2mu^2) int rho^2, mu = 20 bohr^-1")
print(f"  exact {ratio_exact:.5f}  ITYH {ratio_ityh:.5f}"
      f"  B88 with kF {ratio_unscaled:.5f}")
print(f"  rho^2-weighted mean of F   {mean_F:.5f}")

# ---- small mu: long-range part and the norm of the model hole ----
tiny = 1e-4
unit = -tiny / math.sqrt(PI)
long_exact = -quad(lambda q: math.exp(-q**2 / (4 * tiny**2))
                   / (1 + q**2 / 4) ** 4, 0, 20 * tiny,
                   epsabs=1e-15)[0] / PI
long_model = -0.5 * np.sum(volume * rho ** (4 / 3) * K
                           * (1 - attenuation(tiny / (2 * k))))
mean_norm = np.sum(volume * rho * F**1.5)
assert abs(long_exact / unit - 1) < 1e-5
# the low-density tail, where a is not small, delays the limit slightly
assert abs(long_model / unit / mean_norm - 1) < 1e-2
assert mean_norm > 1.05
print("Long-range part divided by -mu/sqrt(pi), mu = 0.0001 bohr^-1")
print(f"  exact {long_exact/unit:.5f}  ITYH model {long_model/unit:.5f}")
print(f"  density-weighted mean of F^(3/2)  {mean_norm:.5f}")

# ---- long-range-corrected exchange at mu = 0.4 ----
short = model_energy(mu, K, k)
long_range = full_exact - exact_short_range(mu)
corrected = short + long_range
print("Long-range-corrected exchange, mu = 0.4 bohr^-1")
print(f"  ITYH short-range part      {short:.6f} hartree")
print(f"  exact long-range part      {long_range:.6f} hartree")
print(f"  sum                        {corrected:.6f} hartree"
      f" = {corrected * HARTREE_EV:.4f} eV")
print(f"  error of the sum           {corrected - full_exact:+.6f} hartree")
print(f"  error of full-range B88    {full_b88 - full_exact:+.6f} hartree")
print("checks complete")
```

Running it gives:

```
Attenuation function: a, from definition, from formula
   0.05  0.78360615  0.78360615
   0.30  0.21728613  0.21728613
   0.90  0.03277319  0.03277319
   1.50  0.01214314  0.01214314
   3.00  0.00307361  0.00307361
Hydrogen atom at r = 1 bohr, mu = 0.4 bohr^-1
  spin density rho           0.043079 bohr^-3
  reduced gradient x         5.70527
  K_LDA                      1.861051
  K (B88)                    2.063419
  enhancement factor F       1.108738
  kF                         1.366378 bohr^-1
  k = kF/sqrt(F)             1.297646 bohr^-1
  k from root search         1.297646 bohr^-1
  a = mu/(2k)                0.154125
  A(a)                       0.455538
  A with unscaled kF         0.474667
  full-range energy density  -0.0155802 hartree/bohr^3
  SR energy density, formula -0.0070974 hartree/bohr^3
  SR energy density, direct  -0.0070974 hartree/bohr^3
  norm of model hole         1.167464
Full-range exchange of hydrogen, hartree
  exact -0.312500  LDA -0.268037  B88 -0.309756
Short-range exchange of hydrogen, hartree
  mu/bohr^-1   exact       LDA         B88 with kF  ITYH
    0.2     -0.2075540  -0.1770798  -0.1997607   -0.1928287
    0.4     -0.1339455  -0.1195294  -0.1332332   -0.1264514
    1.0     -0.0450051  -0.0439516  -0.0483368   -0.0448715
    2.0     -0.0140611  -0.0140743  -0.0154073   -0.0141681
    5.0     -0.0024524  -0.0024561  -0.0026842   -0.0024589
Ratio to contact limit -(pi/2mu^2) int rho^2, mu = 20 bohr^-1
  exact 0.99875  ITYH 0.99895  B88 with kF 1.09131
  rho^2-weighted mean of F   1.09251
Long-range part divided by -mu/sqrt(pi), mu = 0.0001 bohr^-1
  exact 1.00000  ITYH model 1.44341
  density-weighted mean of F^(3/2)  1.44404
Long-range-corrected exchange, mu = 0.4 bohr^-1
  ITYH short-range part      -0.126451 hartree
  exact long-range part      -0.178555 hartree
  sum                        -0.305006 hartree = -8.2996 eV
  error of the sum           +0.007494 hartree
  error of full-range B88    +0.002744 hartree
checks complete
```
